# Effective oxygen transport in a Voronoi polycrystal by bounded finite volumes: a program that tests the result

```python
"""Effective oxygen transport in a periodic columnar Voronoi polycrystal.

Result under test: the in-plane tensor K*, defined by <J> = -K* <grad u>, from a
vertex-centred finite-volume scheme with thin interface elements of true width.
It must reproduce homogeneous, series-slab and parallel-slab limits, lie between
a primal upper and a dual lower bound, and govern slow decay by D* = K*/<s>.

Symbols: u = c/s reduced concentration, s segregation factor (1 in grains),
K = s*D permeability in units of the grain value, lengths in nm.
along/across: boundary permeability parallel/normal to the boundary plane.
"""
import numpy as np
from scipy import constants as const
from scipy.sparse import coo_matrix, diags
from scipy.sparse.csgraph import connected_components
from scipy.sparse.linalg import splu
from scipy.spatial import cKDTree


def cross(a, b):
    return a[..., 0] * b[..., 1] - a[..., 1] * b[..., 0]


def voronoi_cells(seeds, box):
    """Counter-clockwise polygon of each seed and the neighbour behind each side."""
    shifts = np.array([(a, b) for a in (-1, 0, 1) for b in (-1, 0, 1)]) * box
    owner = np.repeat(np.arange(len(seeds)), 9)
    cells = []
    for seed in seeds:
        rel = seeds - seed
        rel = rel - box * np.round(rel / box)
        vec = (rel[:, None, :] + shifts[None]).reshape(-1, 2)
        dist = np.hypot(vec[:, 0], vec[:, 1])
        bx, by = float(box[0]), float(box[1])
        poly = [(-bx, -by), (bx, -by), (bx, by), (-bx, by)]
        tags = [-1] * 4
        for k in np.argsort(dist):
            if dist[k] < 1e-9:
                continue
            if dist[k] > 2 * max(np.hypot(x, y) for x, y in poly) + 1e-9:
                break
            dx, dy = float(vec[k, 0]), float(vec[k, 1])
            half = 0.5 * (dx * dx + dy * dy)
            h = [x * dx + y * dy - half for x, y in poly]
            if max(h) <= 1e-7:
                continue
            new_poly, new_tags = [], []
            for i in range(len(poly)):
                j = (i + 1) % len(poly)
                inside_i, inside_j = h[i] <= 1e-7, h[j] <= 1e-7
                if inside_i:
                    new_poly.append(poly[i])
                    new_tags.append(tags[i])
                if inside_i != inside_j:
                    f = h[i] / (h[i] - h[j])
                    new_poly.append((poly[i][0] + f * (poly[j][0] - poly[i][0]),
                                     poly[i][1] + f * (poly[j][1] - poly[i][1])))
                    new_tags.append(int(owner[k]) if inside_i else tags[i])
            poly, tags = new_poly, new_tags
        p = np.array(poly)
        side = np.roll(p, -1, axis=0) - p
        keep = np.hypot(side[:, 0], side[:, 1]) > 1e-6
        cells.append((p[keep] + seed, np.array(tags)[keep]))
    return cells


def centroid(poly):
    nxt = np.roll(poly, -1, axis=0)
    w = cross(poly, nxt)
    return ((poly + nxt) * w[:, None]).sum(axis=0) / (3 * w.sum())


def inset(poly, tags, grain, width):
    """Move true boundaries inward by width/2; a cell's own image is no boundary."""
    side = np.roll(poly, -1, axis=0) - poly
    length = np.hypot(side[:, 0], side[:, 1])
    tangent = side / length[:, None]
    offset = np.where(tags == grain, 0.0, width / 2)
    base = poly + offset[:, None] * np.stack([-tangent[:, 1], tangent[:, 0]], axis=1)
    prev_base, prev_t = np.roll(base, 1, axis=0), np.roll(tangent, 1, axis=0)
    step = cross(base - prev_base, tangent) / cross(prev_t, tangent)
    corner = prev_base + step[:, None] * prev_t
    inner_len = ((np.roll(corner, -1, axis=0) - corner) * tangent).sum(axis=1)
    return corner, tangent, offset, length, inner_len.min()


def relaxed_seeds(rng, count, box, width):
    """Random seeds moved to cell centroids; redraw if a boundary is too short."""
    for _ in range(300):
        seeds = rng.random((count, 2)) * box
        for _ in range(10):
            seeds = np.array([centroid(p) for p, _ in voronoi_cells(seeds, box)]) % box
        cells = voronoi_cells(seeds, box)
        if min(inset(p, t, g, width)[4] for g, (p, t) in enumerate(cells)) > 0.3 * width:
            return seeds
    raise RuntimeError("no acceptable structure found")


def build_mesh(seeds, box, width, n_edge, n_radial, n_layer):
    frac = 0.5 * (1 - np.cos(np.pi * np.arange(n_edge + 1) / n_edge))
    radial = 1 - (1 - np.arange(n_radial + 1) / n_radial) ** 2
    depth = np.arange(1, n_layer + 1) / n_layer
    points, triangles, info, tangents = [], [], [], []
    start, boundary_length = 0, 0.0
    for g, (poly, tags) in enumerate(voronoi_cells(seeds, box)):
        corner, tangent, offset, length, shortest = inset(poly, tags, g, width)
        assert shortest > 0, "a boundary is too short for its layer"
        boundary_length += 0.5 * length[offset > 0].sum()
        centre = corner.mean(axis=0)
        for k in range(len(poly)):
            j = (k + 1) % len(poly)
            inner = corner[k] + frac[:, None] * (corner[j] - corner[k])
            outer = poly[k] + frac[:, None] * (poly[j] - poly[k])
            grid = centre + radial[:, None, None] * (inner - centre)
            if offset[k] > 0:
                layer = inner + depth[:, None, None] * (outer - inner)
                grid = np.concatenate([grid, layer])
            ids = start + np.arange(grid.shape[0] * (n_edge + 1)).reshape(grid.shape[:2])
            start += ids.size
            a, b, c, d = ids[:-1, :-1], ids[1:, :-1], ids[1:, 1:], ids[:-1, 1:]
            first = np.stack([a, b, c], axis=-1)
            second = np.stack([a, c, d], axis=-1)[1:]  # ring 0 is degenerate here
            ring = np.arange(grid.shape[0] - 1)
            rings = np.concatenate([np.repeat(ring, n_edge), np.repeat(ring[1:], n_edge)])
            tri = np.concatenate([first.reshape(-1, 3), second.reshape(-1, 3)])
            points.append(grid.reshape(-1, 2))
            triangles.append(tri)
            info.append(np.stack([np.full(len(tri), g), np.full(len(tri), tags[k]),
                                  rings >= n_radial], axis=1))
            tangents.append(np.tile(tangent[k], (len(tri), 1)))
    points, triangles = np.concatenate(points), np.concatenate(triangles)
    info = np.concatenate(info)
    wrapped = points % box
    wrapped = np.where(wrapped >= box, 0.0, wrapped)
    pairs = cKDTree(wrapped, boxsize=box).query_pairs(1e-6, output_type="ndarray")
    link = coo_matrix((np.ones(len(pairs)), (pairs[:, 0], pairs[:, 1])),
                      shape=(len(points), len(points)))
    n_nodes, label = connected_components(link, directed=False)
    x = points[triangles]
    area = 0.5 * cross(x[:, 1] - x[:, 0], x[:, 2] - x[:, 0])
    assert area.min() > 0
    assert abs(area.sum() / np.prod(box) - 1) < 1e-9, "cells do not tile the period"
    mid = x.mean(axis=1, keepdims=True)
    vander = np.concatenate([np.ones((len(x), 3, 1)), x - mid], axis=2)
    gradient = np.linalg.inv(vander)[:, 1:, :].transpose(0, 2, 1)
    # control-volume faces run from each edge midpoint to the triangle centroid
    face = mid - 0.5 * (x + np.roll(x, -1, axis=1))
    face = np.stack([face[..., 1], -face[..., 0]], axis=-1)
    normal = face - np.roll(face, 1, axis=1)
    return dict(x=x, node=label[triangles], n=n_nodes, area=area, grad=gradient,
                normal=normal, grain=info[:, 0], other=info[:, 1],
                layer=info[:, 2].astype(bool), tangent=np.concatenate(tangents),
                density=boundary_length / np.prod(box))


def permeability(mesh, along, across, grain_tensors=None):
    """Tensor per triangle; grain value is the unit tensor unless given."""
    K = np.tile(np.eye(2), (len(mesh["area"]), 1, 1))
    if grain_tensors is not None:
        K = grain_tensors[mesh["grain"]].copy()
    tt = mesh["tangent"][:, :, None] * mesh["tangent"][:, None, :]
    along = np.broadcast_to(along, len(K))[:, None, None]
    across = np.broadcast_to(across, len(K))[:, None, None]
    boundary = along * tt + across * (np.eye(2) - tt)
    K[mesh["layer"]] = boundary[mesh["layer"]]
    return K


def box_matrices(mesh, K):
    K_grad = np.einsum("tab,tjb->tja", K, mesh["grad"])
    return K_grad, -np.einsum("tia,tja->tij", mesh["normal"], K_grad)


def assemble(mesh, local):
    rows = np.repeat(mesh["node"], 3, axis=1).ravel()
    cols = np.tile(mesh["node"], (1, 3)).ravel()
    return coo_matrix((local.ravel(), (rows, cols)), shape=(mesh["n"],) * 2).tocsc()


def factor(matrix):
    return splu(matrix.tocsc(), permc_spec="MMD_AT_PLUS_A", diag_pivot_thresh=0.0,
                options=dict(SymmetricMode=True))


def effective(mesh, K):
    K_grad, local = box_matrices(mesh, K)
    matrix = assemble(mesh, local)
    load = np.einsum("tia,tag->tig", mesh["normal"], K)
    rhs = np.stack([np.bincount(mesh["node"].ravel(), load[..., g].ravel(), mesh["n"])
                    for g in (0, 1)], axis=1)
    v = np.zeros((mesh["n"], 2))
    v[1:] = factor(matrix[1:, 1:]).solve(rhs[1:])
    flux = K + np.einsum("tja,tjg->tag", K_grad, v[mesh["node"]])
    return np.einsum("t,tag->ag", mesh["area"], flux) / mesh["area"].sum()


def bounds(mesh, K):
    upper = effective(mesh, K)
    dual = effective(mesh, K / np.linalg.det(K)[:, None, None])
    return dual / np.linalg.det(dual), upper


def mean_and_halfwidth(mesh, K):
    low, up = (0.5 * np.trace(m) for m in bounds(mesh, K))
    return 0.5 * (low + up), 0.5 * (up - low)


def bloch_decay(mesh, K, s, wavelength):
    """Slowest decay rate of a wave along x, from the generalized eigenproblem."""
    k = 2 * np.pi / wavelength
    phase = np.exp(1j * k * (mesh["x"][:, None, :, 0] - mesh["x"][:, :, None, 0]))
    matrix = assemble(mesh, box_matrices(mesh, K)[1] * phase)
    mass_local = np.repeat(s * mesh["area"] / 3, 3)
    mass = diags(np.bincount(mesh["node"].ravel(), mass_local, mesh["n"]))
    lu, v = factor(matrix), np.ones(mesh["n"], dtype=complex)
    for _ in range(12):
        v = lu.solve(mass @ v)
        v /= np.linalg.norm(v)
    return (np.vdot(v, matrix @ v) / np.vdot(v, mass @ v)).real, k


# ---------------- inputs of the worked example (rough values for HfO2 films)
T = 900.0               # K
D_grain = 1e-15         # cm2/s
D_ratio = 300.0         # boundary over grain diffusivity
E_seg = 0.10            # eV
width, grain_size = 1.0, 20.0   # nm
thickness, ingress = 10.0, 200.0  # nm
n_grains = 16
kT = const.k * T / const.e
s_b = np.exp(E_seg / kT)
K_b = s_b * D_ratio
box = np.array([1.0, 1.0]) * grain_size * np.sqrt(n_grains)
rng = np.random.default_rng(7)
seeds = relaxed_seeds(rng, n_grains, box, width)
coarse = build_mesh(seeds, box, width, 8, 5, 2)
fine = build_mesh(seeds, box, width, 16, 10, 4)

# ---------------- box fluxes against the energy matrix
K_coarse = permeability(coarse, K_b, K_b)
K_aniso = permeability(coarse, 50.0, 0.2)
local = box_matrices(coarse, K_aniso)[1]
energy = np.einsum("t,tia,tab,tjb->tij", coarse["area"], coarse["grad"],
                   K_aniso, coarse["grad"])
identity_error = np.abs(local - energy).max() / np.abs(energy).max()
assert identity_error < 1e-8

# ---------------- homogeneous limit, with a constant anisotropic tensor
constant = np.array([[2.0, 0.5], [0.5, 1.0]])
homogeneous = effective(coarse, np.tile(constant, (len(coarse["area"]), 1, 1)))
homogeneous_error = np.abs(homogeneous - constant).max()
assert homogeneous_error < 1e-8

# ---------------- slab limits, three unequal slabs from the same mesh generator
slab_box = np.array([40.0, 20.0])
slab = build_mesh(np.array([[4.0, 7.0], [15.0, 7.0], [30.0, 7.0]]), slab_box, width, 8, 5, 2)
slab_along, slab_across = 1000.0, 0.1
slab_K = effective(slab, permeability(slab, slab_along, slab_across))
rest = slab_box[0] - 3 * width
series = slab_box[0] / (rest + 3 * width / slab_across)
parallel = (rest + 3 * width * slab_along) / slab_box[0]
assert abs(slab_K[0, 0] / series - 1) < 1e-8
assert abs(slab_K[1, 1] / parallel - 1) < 1e-8
assert abs(slab_K[0, 1]) < 1e-6 and abs(slab_K[1, 0]) < 1e-6


# ---------------- honeycomb against closed estimates
def hashin_shtrikman_upper(phi, K_boundary):
    return K_boundary + (1 - phi) / (1 / (1 - K_boundary) + phi / (2 * K_boundary))


a = grain_size
honey_box = np.array([2 * a, np.sqrt(3) * a])
row = np.sqrt(3) * a / 2
honey = build_mesh(np.array([[0, 0], [a, 0], [a / 2, row], [1.5 * a, row]]),
                   honey_box, width, 16, 10, 4)
honey_low, honey_up = bounds(honey, permeability(honey, K_b, K_b))
honey_phi = honey["area"][honey["layer"]].sum() / honey["area"].sum()
honey_hs = hashin_shtrikman_upper(honey_phi, K_b)
honey_thin = 1 + width * (K_b - 1) * honey["density"] / 2
honey_mid = 0.25 * np.trace(honey_low + honey_up)
assert abs(honey["density"] * a / 2 - 1) < 1e-9
assert abs(honey_phi - (1 - (1 - width / a) ** 2)) < 1e-9
assert 0.5 * np.trace(honey_low) <= honey_hs * (1 + 1e-9)
assert abs(honey_mid / honey_hs - 1) < 0.02
assert abs(honey_mid / honey_thin - 1) < 0.05  # correction is of order width/size

# ---------------- Voronoi polycrystal: two-sided bounds and refinement
K_fine = permeability(fine, K_b, K_b)
low_c, up_c = bounds(coarse, K_coarse)
low, up = bounds(fine, K_fine)
for lower, upper in ((low_c, up_c), (low, up), (honey_low, honey_up)):
    gap = upper - lower
    assert np.linalg.eigvalsh(0.5 * (gap + gap.T)).min() > -1e-7 * np.trace(upper)
gap_c = np.trace(up_c - low_c) / np.trace(up_c + low_c)
gap_f = np.trace(up - low) / np.trace(up + low)
assert gap_f < 0.6 * gap_c and gap_f < 0.015
K_star = 0.5 * (low + up)
K_mean = 0.5 * np.trace(K_star)
phi = fine["area"][fine["layer"]].sum() / fine["area"].sum()
s_mean = 1 - phi + phi * s_b
K_axial = 1 - phi + phi * K_b
thin = 1 + width * (K_b - 1) * fine["density"] / 2

# ---------------- slow decay governed by K*/<s>, and grain lag at finite length
s_coarse = np.where(coarse["layer"], s_b, 1.0)
rate_long, k_long = bloch_decay(coarse, K_coarse, s_coarse, 100 * box[0])
decay_ratio = rate_long / (k_long**2 * up_c[0, 0] / s_mean)
assert abs(decay_ratio - 1) < 2e-3  # remaining term is of fourth order in k
rate_in, k_in = bloch_decay(coarse, K_coarse, s_coarse, 4 * ingress)
lag = 1 - rate_in / (k_in**2 * up_c[0, 0] / s_mean)

D_star = D_grain * K_star[0, 0] / s_mean
k_cm = np.pi / (2 * ingress * 1e-7)
rate = D_star * k_cm**2

# ---------------- effects left out of the model
code = np.minimum(fine["grain"], fine["other"]) * n_grains + np.maximum(
    fine["grain"], fine["other"])
special = (rng.random(n_grains**2) < 0.3)[code]
share = fine["area"][special & fine["layer"]].sum() / fine["area"][fine["layer"]].sum()
K_line = np.where(special, 1.0, K_b)
K_special, e_special = mean_and_halfwidth(fine, permeability(fine, K_line, K_line))
angle = rng.random(n_grains) * np.pi
axis = np.stack([np.cos(angle), np.sin(angle)], axis=1)
outer = axis[:, :, None] * axis[:, None, :]
tensors = 2.0 * outer + 0.5 * (np.eye(2) - outer)
K_tex, e_tex = mean_and_halfwidth(fine, permeability(fine, K_b, K_b, tensors))
K_block, e_block = mean_and_halfwidth(fine, permeability(fine, K_b, 0.01))
sample = []
for _ in range(6):
    other = build_mesh(relaxed_seeds(rng, n_grains, box, width), box, width, 8, 5, 2)
    sample.append(mean_and_halfwidth(other, permeability(other, K_b, K_b))[0])
vacancies, eps_r = 1e19, 20.0  # cm^-3 and relative permittivity, both rough
charge_sum = 6 * vacancies * 1e6  # doubly charged vacancies plus two electrons each
debye = np.sqrt(eps_r * const.epsilon_0 * kT / (const.e * charge_sum)) * 1e9

print(f"box fluxes vs energy matrix, rel. error: {identity_error:.1e}")
print(f"homogeneous limit, largest error: {homogeneous_error:.1e}")
print(f"slab test: period {slab_box[0]:.0f} nm, 3 layers of {width:.0f} nm")
print(f"slab K_along, K_across (grain=1): {slab_along:.0f}, {slab_across:.1f}")
print(f"series slab: computed {slab_K[0, 0]:.8f}, formula {series:.8f}")
print(f"parallel slab: computed {slab_K[1, 1]:.6f}, formula {parallel:.6f}")
print(f"honeycomb K*/K_g bounds: {np.trace(honey_low)/2:.3f} to {np.trace(honey_up)/2:.3f}")
print(f"honeycomb Hashin-Shtrikman upper: {honey_hs:.3f}")
print(f"honeycomb thin-wall estimate: {honey_thin:.3f}")
print(f"temperature: {T:.0f} K, kT = {kT:.5f} eV")
print(f"grain diffusivity: {D_grain:.1e} cm2/s")
print(f"boundary/grain diffusivity: {D_ratio:.0f}")
print(f"segregation energy: {E_seg:.2f} eV, factor s_b = {s_b:.4f}")
print(f"boundary/grain permeability K_b/K_g: {K_b:.1f}")
print(f"grains {n_grains}, size {grain_size:.0f} nm, period {box[0]:.0f} nm")
print(f"boundary width: {width:.1f} nm")
print(f"nodes, triangles coarse: {coarse['n']}, {len(coarse['area'])}")
print(f"nodes, triangles fine: {fine['n']}, {len(fine['area'])}")
print(f"boundary length per area: {fine['density']:.5f} 1/nm")
print(f"boundary area fraction: {phi:.5f}")
print(f"coarse bounds of mean K*/K_g: {np.trace(low_c)/2:.3f} to {np.trace(up_c)/2:.3f}")
print(f"fine bounds of mean K*/K_g: {np.trace(low)/2:.3f} to {np.trace(up)/2:.3f}")
print(f"relative half-gap coarse, fine: {100*gap_c:.3f} %, {100*gap_f:.3f} %")
print(f"K*/K_g xx, yy, xy: {K_star[0, 0]:.3f}, {K_star[1, 1]:.3f}, {K_star[0, 1]:.3f}")
print(f"mean in-plane K*/K_g: {K_mean:.3f}")
print(f"thin-wall estimate: {thin:.3f}")
print(f"Hashin-Shtrikman upper: {hashin_shtrikman_upper(phi, K_b):.3f}")
print(f"axial K_zz/K_g: {K_axial:.3f}")
print(f"mean segregation factor <s>: {s_mean:.4f}")
print(f"long-wave decay rate / (k^2 K*/<s>): {decay_ratio:.6f}")
print(f"effective diffusivity along x: {D_star:.3e} cm2/s")
print(f"axial effective diffusivity: {D_grain*K_axial/s_mean:.3e} cm2/s")
print(f"ingress length {ingress:.0f} nm, slowest time: {1/rate:.0f} s = {1/rate/3600:.2f} h")
print("effects left out:")
print(f"grain lag lowers ingress rate by: {100*lag:.2f} %")
print(f"special boundaries, share of boundary area: {100*share:.1f} %")
print(f"  mean K*/K_g: {K_special:.3f} +- {e_special:.3f}, change {100*(K_special/K_mean-1):.1f} %")
print("grain tensors 2 and 0.5, random axes:")
print(f"  mean K*/K_g: {K_tex:.3f} +- {e_tex:.3f}, change {100*(K_tex/K_mean-1):.2f} %")
print("crossing permeability lowered to 0.01 K_g:")
print(f"  mean K*/K_g: {K_block:.3f} +- {e_block:.3f}, change {100*(K_block/K_mean-1):.2f} %")
print(f"six other structures: mean {np.mean(sample):.3f}, std {np.std(sample, ddof=1):.3f}")
print(f"factor in K_b for 0.05 eV more segregation: {np.exp(0.05/kT):.3f}")
print(f"Debye length (1e19 cm^-3, eps_r 20, rough): {debye:.2f} nm")
print(f"drift/diffusion 2eV/kT, 10 mV lateral: {2*0.01/kT:.3f}")
print(f"drift/diffusion 2eV/kT, 1 V across film: {2*1.0/kT:.1f}")
print(f"film thickness: {thickness:.0f} nm")
print(f"surface-loss coefficient equal to ingress: {thickness*1e-7*s_mean*rate:.2e} cm/s")
print("finished without a failed check")
```

It prints:

```
box fluxes vs energy matrix, rel. error: 3.9e-14
homogeneous limit, largest error: 1.2e-14
slab test: period 40 nm, 3 layers of 1 nm
slab K_along, K_across (grain=1): 1000, 0.1
series slab: computed 0.59701493, formula 0.59701493
parallel slab: computed 75.925000, formula 75.925000
honeycomb K*/K_g bounds: 56.282 to 56.577
honeycomb Hashin-Shtrikman upper: 56.816
honeycomb thin-wall estimate: 55.409
temperature: 900 K, kT = 0.07756 eV
grain diffusivity: 1.0e-15 cm2/s
boundary/grain diffusivity: 300
segregation energy: 0.10 eV, factor s_b = 3.6306
boundary/grain permeability K_b/K_g: 1089.2
grains 16, size 20 nm, period 80 nm
boundary width: 1.0 nm
nodes, triangles coarse: 4992, 9984
nodes, triangles fine: 20736, 41472
boundary length per area: 0.09528 1/nm
boundary area fraction: 0.09307
coarse bounds of mean K*/K_g: 52.693 to 53.612
fine bounds of mean K*/K_g: 53.019 to 53.336
relative half-gap coarse, fine: 0.864 %, 0.298 %
K*/K_g xx, yy, xy: 53.944, 52.410, -0.158
mean in-plane K*/K_g: 53.177
thin-wall estimate: 52.840
Hashin-Shtrikman upper: 54.159
axial K_zz/K_g: 102.281
mean segregation factor <s>: 1.2448
long-wave decay rate / (k^2 K*/<s>): 0.999752
effective diffusivity along x: 4.333e-14 cm2/s
axial effective diffusivity: 8.216e-14 cm2/s
ingress length 200 nm, slowest time: 3741 s = 1.04 h
effects left out:
grain lag lowers ingress rate by: 2.48 %
special boundaries, share of boundary area: 32.9 %
  mean K*/K_g: 12.761 +- 0.053, change -76.0 %
grain tensors 2 and 0.5, random axes:
  mean K*/K_g: 53.408 +- 0.158, change 0.43 %
crossing permeability lowered to 0.01 K_g:
  mean K*/K_g: 4.406 +- 2.919, change -91.71 %
six other structures: mean 53.127, std 0.227
factor in K_b for 0.05 eV more segregation: 1.905
Debye length (1e19 cm^-3, eps_r 20, rough): 1.20 nm
drift/diffusion 2eV/kT, 10 mV lateral: 0.258
drift/diffusion 2eV/kT, 1 V across film: 25.8
film thickness: 10 nm
surface-loss coefficient equal to ingress: 3.33e-10 cm/s
finished without a failed check
```
